# Voltammetric peak of a one-dimensional lattice gas, exact and mean-field: verification in Python

```python
"""
One-dimensional lattice-gas electrosorption with nearest-neighbour attraction.
Result under test, for an infinite row in equilibrium:
  theta     = 1/2 + sinh(x/2) / (2 sqrt(sinh(x/2)^2 + exp(-K)))
  dtheta/dx = exp(-K) cosh(x/2) / (4 (sinh(x/2)^2 + exp(-K))^(3/2))
so the voltammetric peak exp(K/2)/4 is finite for every finite K, whereas the
mean-field Frumkin isotherm gives 1/(4-2K) and a false transition at K = 2.
Symbols: J attraction per occupied neighbour pair, K = J/kT, mu chemical
potential, x = (mu+J)/kT = -valency*e*(E-E0)/kT, theta coverage,
E0 potential of half coverage. Energies inside functions are in units of kT.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln


# ---------- derived formulas ----------
def coverage(x, K):
    s = np.sinh(x / 2)
    return 0.5 + 0.5 * s / np.sqrt(s * s + np.exp(-K))


def slope(x, K):
    a = np.exp(-K)
    return a * np.cosh(x / 2) / (4 * (np.sinh(x / 2)**2 + a)**1.5)


def full_width(K):
    a = np.exp(-K)
    v = brentq(lambda u: u**3 - 4 * a * u - 4 * (1 - a), 1.0, 3.0)
    return 4 * np.arcsinh(np.sqrt(a * (v - 1)))


def frumkin_x(theta, K):
    return np.log(theta / (1 - theta)) + K * (1 - 2 * theta)


# ---------- independent road: explicit sum over islands on a ring ----------
@lru_cache(maxsize=None)
def island_table(N):
    """Atoms n, islands m and log number of arrangements on N ring sites."""
    n, m = np.meshgrid(np.arange(1, N), np.arange(1, N // 2 + 1))
    keep = m <= np.minimum(n, N - n)
    n, m = n[keep].astype(float), m[keep].astype(float)
    logc = (np.log(N / m) + gammaln(n) - gammaln(m) - gammaln(n - m + 1)
            + gammaln(N - n) - gammaln(m) - gammaln(N - n - m + 1))
    return (np.append(n, [0.0, N]), np.append(m, [0.0, 0.0]),
            np.append(logc, [0.0, 0.0]))


def ring_sum(x, K, N=400):
    """Coverage, dtheta/dx from fluctuations, and mean island length."""
    n, m, logc = island_table(N)
    w = logc + n * x - m * K
    p = np.exp(w - w.max())
    p /= p.sum()
    mean = p @ n
    return mean / N, p @ (n - mean)**2 / N, mean / (p @ m)


def mean_field_free_energy(theta, x, K):
    return (K * theta * (1 - theta) - x * theta + theta * np.log(theta)
            + (1 - theta) * np.log(1 - theta))


def count_minima(x, K):
    f = mean_field_free_energy(np.linspace(0.001, 0.999, 999), x, K)
    return int(np.sum((f[1:-1] < f[:-2]) & (f[1:-1] < f[2:])))


def second_derivative(f, x, h=2e-3):
    return (f(x + h) - 2 * f(x) + f(x - h)) / h**2


# ---------- models for the neglected effects ----------
def log_z_open(x, K, N):
    """Log partition function of a row with two free ends."""
    z = np.exp(x - K)
    end = np.array([1.0, np.sqrt(z)])
    T = np.array([[1.0, np.sqrt(z)], [np.sqrt(z), z * np.exp(K)]])
    return np.log(end @ np.linalg.matrix_power(T, N - 1) @ end)


def log_lambda_second(x, K, K2):
    """Row with an added second-neighbour attraction K2."""
    T = np.zeros((4, 4))
    for a in (0, 1):
        for b in (0, 1):
            for c in (0, 1):
                T[2 * a + b, 2 * b + c] = np.exp(
                    (x - K - K2) * c + K * b * c + K2 * a * c)
    return np.log(np.linalg.eigvals(T).real.max())


def log_lambda_rows(x, K, Kp, M=6):
    """M infinite rows in a closed strip, neighbour rows coupled by Kp."""
    s = (np.arange(2**M)[:, None] >> np.arange(M)) & 1
    V = (x - K - Kp) * s.sum(1) + Kp * (s * np.roll(s, 1, axis=1)).sum(1)
    T = np.exp(K * (s @ s.T) + 0.5 * (V[:, None] + V[None, :]))
    return np.log(np.linalg.eigvalsh(T)[-1]) / M


# ---------- example inputs (rough typical or trial values) ----------
kB_eV = const.k / const.e
T0, J = 298.15, 0.08                    # K, eV
site_nm, step_nm = 0.28, 2.0
valency, scan = 1.0, 5e-3               # dimensionless, V/s
K = J / (kB_eV * T0)
kT_mV = 1e3 * kB_eV * T0
density = 1e14 / (site_nm * step_nm)    # sites per cm2
charge = 1e6 * valency * const.e * density   # uC/cm2


def electrode_peak(T, val=1.0):
    """Peak capacitance in uF/cm2 and full width in mV."""
    k = J / (kB_eV * T)
    cap = 1e6 * val**2 * const.e * density / (kB_eV * T) * slope(0.0, k)
    return cap, 1e3 * kB_eV * T / val * full_width(k)


# ---------- tests: exact solution ----------
N = 12
s = (np.arange(2**N)[:, None] >> np.arange(N)) & 1
atoms = s.sum(1)
bonds = (s * np.roll(s, -1, axis=1)).sum(1)
for x in (-0.3, 0.0, 0.7):
    w = np.exp(K * bonds + (x - K) * atoms)
    p = w / w.sum()
    mean = p @ atoms
    th, sl, _ = ring_sum(x, K, N)
    assert abs(th - mean / N) < 1e-11
    assert abs(sl - p @ (atoms - mean)**2 / N) < 1e-10
    open_bonds = (s[:, 1:] * s[:, :-1]).sum(1)
    direct = np.log(np.exp(K * open_bonds + (x - K) * atoms).sum())
    assert abs(direct - log_z_open(x, K, N)) < 1e-11

# pair correlations at half coverage, finite ring
w = np.exp(K * bonds - K * atoms)
p = w / w.sum()
t = np.tanh(K / 4)
for r in range(1, N):
    corr = p @ (s[:, 0] * s[:, r]) - 0.25
    assert abs(corr - 0.25 * (t**r + t**(N - r)) / (1 + t**N)) < 1e-11

# infinite-row formulas against a ring long compared with the correlations
for k in (0.0, 1.0, 1.9, 2.0, 2.1, K, 4.0):
    for x in (-1.1, -0.2, 0.0, 0.5):
        th, sl, _ = ring_sum(x, k)
        assert abs(th - coverage(x, k)) < 1e-8
        assert abs(sl - slope(x, k)) < 1e-7
    peak = ring_sum(0.0, k)[1]
    assert abs(peak - np.exp(k / 2) / 4) < 1e-7
    half = brentq(lambda x: ring_sum(x, k)[1] - peak / 2, 0.0, 6.0)
    assert abs(2 * half - full_width(k)) < 1e-6
    assert abs(ring_sum(0.0, k)[2] - (1 + np.exp(k / 2))) < 1e-6

# one peak, and total charge equal to one full layer
grid = np.linspace(-14, 14, 281)
curve = np.array([ring_sum(x, K)[1] for x in grid])
assert np.all(np.diff(curve[140:]) < 0) and np.all(np.diff(curve[:141]) > 0)
assert abs(curve.sum() * (grid[1] - grid[0]) - 1) < 1e-5

# the two eigenvalues meet only off the real axis
branch = 2 * np.arcsin(np.exp(-K / 2))
zc = np.exp(1j * branch - K)
ev = np.linalg.eigvals(np.array([[1, zc], [1, zc * np.exp(K)]]))
assert abs(ev[0] - ev[1]) < 1e-6

# ---------- tests: mean field ----------
def best_theta(x, k):
    return minimize_scalar(lambda q: mean_field_free_energy(q, x, k),
                           bounds=(1e-6, 1 - 1e-6), method="bounded",
                           options={"xatol": 1e-11}).x


assert abs(frumkin_x(best_theta(0.4, 1.5), 1.5) - 0.4) < 1e-5
mf_slope = (best_theta(0.01, 1.5) - best_theta(-0.01, 1.5)) / 0.02
assert abs(mf_slope * (4 - 2 * 1.5) - 1) < 2e-3   # cubic term of the isotherm
assert count_minima(0.0, 1.9) == 1 and count_minima(0.0, 2.1) == 2
q = np.linspace(0.001, 0.999, 999)
for k in (1.0, 2.0, K):
    for x in (-0.5, 0.0, 0.5):
        z = np.exp(x - k)
        T = np.array([[1, np.sqrt(z)], [np.sqrt(z), z * np.exp(k)]])
        exact_f = -np.log(np.linalg.eigvalsh(T)[-1])
        assert mean_field_free_energy(q, x, k).min() > exact_f

theta_spin = 0.5 * (1 + np.sqrt(1 - 2 / K))
x_spin = abs(frumkin_x(theta_spin, K))
assert count_minima(0.98 * x_spin, K) == 2
assert count_minima(1.02 * x_spin, K) == 1
theta_high = brentq(lambda u: frumkin_x(u, K), theta_spin, 1 - 1e-9)
numeric_high = q[500 + np.argmin(mean_field_free_energy(q[500:], 0.0, K))]
assert abs(theta_high - numeric_high) < 1.1e-3     # one grid step


# same total attraction spread over all pairs: there the transition is real
def infinite_range_slope(k, n_sites):
    n = np.arange(n_sites + 1.0)
    w = (gammaln(n_sites + 1) - gammaln(n + 1) - gammaln(n_sites - n + 1)
         - k * n * (n_sites - n) / n_sites)
    p = np.exp(w - w.max())
    p /= p.sum()
    return p @ (n - n_sites / 2)**2 / n_sites


ring200, ring400 = ring_sum(0.0, K, 200)[1], ring_sum(0.0, K, 400)[1]
far200, far400 = infinite_range_slope(K, 200), infinite_range_slope(K, 400)
assert abs(ring400 / ring200 - 1) < 1e-6
assert far400 / far200 > 1.8

# ---------- neglected effects ----------
peak0 = slope(0.0, K)


def second_ratio(j2):
    k2 = j2 / (kB_eV * T0)
    return second_derivative(lambda x: log_lambda_second(x, K, k2), 0) / peak0


def rows_ratio(jp):
    kp = jp / (kB_eV * T0)
    return second_derivative(lambda x: log_lambda_rows(x, K, kp), 0) / peak0


assert abs(second_ratio(0.0) - 1) < 1e-4
assert abs(rows_ratio(0.0) - 1) < 1e-4
J2, Jp = 0.008, 0.001                   # eV, trial values
up, down, rows = second_ratio(J2), second_ratio(-J2), rows_ratio(Jp)
feedback = 2 * Jp / (kB_eV * T0) * peak0
# rows treated as mutual mean fields: error is of second order in feedback
assert abs(rows - 1 / (1 - feedback)) < 3 * feedback**2

N_open = 50
res = minimize_scalar(
    lambda x: -second_derivative(lambda y: log_z_open(y, K, N_open), x),
    bounds=(-0.5, 0.5), method="bounded")
open_ratio = -res.fun / N_open / peak0
open_shift = -res.x * kT_mV / valency

spread_mV = 3.0
nodes, weights = np.polynomial.hermite.hermgauss(40)
spread_ratio = (weights @ slope(np.sqrt(2) * spread_mV / kT_mV * nodes, K)
                / np.sqrt(np.pi) / peak0)

cap, width = electrode_peak(T0, valency)
current = cap * scan                    # uA/cm2
dl_cap = 30.0                           # uF/cm2
conc, diff, layer = 1e-5, 1e-5, 0.02    # mol/cm3, cm2/s, cm
limit = 1e6 * const.e * const.N_A * diff * conc / layer
supply_shift = -kT_mV * np.log(1 - current / limit)
relax = 0.1                             # s
T_warm = 333.15
cap_w, width_w = electrode_peak(T_warm, valency)
cap_p, width_p = electrode_peak(T0, 0.9)

# ---------- output ----------
print(f"attraction J = {J:.3f} eV; temperature = {T0:.2f} K")
print(f"kT/e = {kT_mV:.3f} mV; K = J/kT = {K:.4f}")
print(f"site spacing = {site_nm:.2f} nm; step separation = {step_nm:.1f} nm")
print(f"valency = {valency:.1f}; scan rate = {1e3*scan:.1f} mV/s")
print(f"site density = {density:.4e} cm^-2")
print(f"full-layer charge = {charge:.2f} uC/cm2")
print(f"exp(-K) = {np.exp(-K):.5f}; exp(K/2) = {np.exp(K/2):.4f}")
print(f"peak dtheta/dx = {peak0:.4f}; width in x = {full_width(K):.4f}")
print(f"peak capacitance = {cap:.1f} uF/cm2")
print(f"peak current = {current:.3f} uA/cm2")
print(f"full width at half height = {width:.2f} mV")
print(f"without attraction: width = {kT_mV*full_width(0.0):.2f} mV")
print(f"without attraction: peak = {cap*0.25/peak0:.1f} uF/cm2")
print(f"peak shift due to attraction = {1e3*J/valency:.1f} mV")
print(f"correlation ratio t = {t:.4f}")
print(f"correlation length = {-1/np.log(t):.3f} sites")
print(f"mean island length = {1+np.exp(K/2):.3f} sites")
print(f"branch point distance = {branch*kT_mV/valency:.2f} mV")
print("E-E0 (mV), coverage, anodic current (uA/cm2):")
for E in (-40, -20, -10, 0, 10, 20, 40):
    x = -valency * E / kT_mV
    print(f"  {E:4d}  {coverage(x,K):.4f}  {current*slope(x,K)/peak0:.3f}")
print("K, exact peak/Langmuir, Frumkin peak/Langmuir, exact width in x:")
for k in (0.0, 1.0, 1.8, 2.0, 2.2, 3.0, 4.0):
    mf = f"{1/(1-k/2):.3f}" if k < 2 else ("infinite" if k == 2 else "loop")
    print(f"  {k:.1f}  {np.exp(k/2):.3f}  {mf}  {full_width(k):.4f}")
print(f"false critical temperature J/2k = {J/(2*kB_eV):.1f} K")
print(f"Frumkin coexistence = {1-theta_high:.4f} and {theta_high:.4f}")
print(f"Frumkin spinodals = {1-theta_spin:.4f} and {theta_spin:.4f}")
print(f"false hysteresis = {2*x_spin*kT_mV/valency:.2f} mV")
print(f"ring slope, 200 and 400 sites = {ring200:.4f}, {ring400:.4f}")
print(f"infinite range, 200 and 400 = {far200:.2f}, {far400:.2f}")
print(f"second neighbour +/-{1e3*J2:.0f} meV: peak x {up:.3f}, {down:.3f}")
print(f"6 rows coupled by {1e3*Jp:.0f} meV: peak x {rows:.3f}")
print(f"open row, {N_open} sites: peak x {open_ratio:.3f}, "
      f"shift {open_shift:.2f} mV")
print(f"row spread {spread_mV:.0f} mV rms: peak x {spread_ratio:.3f}")
print(f"double layer {dl_cap:.0f} uF/cm2 = {100*dl_cap/cap:.2f} % of peak")
print(f"ions {1e6*conc:.0f} mM, D = {diff:.0e} cm2/s, layer {layer:.2f} cm")
print(f"supply limit = {limit:.0f} uA/cm2; shift = {supply_shift:.2f} mV")
print(f"relaxation {relax:.1f} s: potential lag = {1e3*scan*relax:.2f} mV")
print(f"valency 0.9: peak {cap_p:.1f} uF/cm2, width {width_p:.2f} mV")
print(f"at {T_warm:.2f} K: peak {cap_w:.1f} uF/cm2, width {width_w:.2f} mV")
print("done: every assertion held")
```

Output:

```
attraction J = 0.080 eV; temperature = 298.15 K
kT/e = 25.693 mV; K = J/kT = 3.1137
site spacing = 0.28 nm; step separation = 2.0 nm
valency = 1.0; scan rate = 5.0 mV/s
site density = 1.7857e+14 cm^-2
full-layer charge = 28.61 uC/cm2
exp(-K) = 0.04443; exp(K/2) = 4.7439
peak dtheta/dx = 1.1860; width in x = 0.6510
peak capacitance = 1320.7 uF/cm2
peak current = 6.603 uA/cm2
full width at half height = 16.73 mV
without attraction: width = 90.58 mV
without attraction: peak = 278.4 uF/cm2
peak shift due to attraction = 80.0 mV
correlation ratio t = 0.6518
correlation length = 2.336 sites
mean island length = 5.744 sites
branch point distance = 10.91 mV
E-E0 (mV), coverage, anodic current (uA/cm2):
   -40  0.9856  0.118
   -20  0.9421  0.724
   -10  0.8403  2.646
     0  0.5000  6.603
    10  0.1597  2.646
    20  0.0579  0.724
    40  0.0144  0.118
K, exact peak/Langmuir, Frumkin peak/Langmuir, exact width in x:
  0.0  1.000  1.000  3.5255
  1.0  1.649  2.000  1.9721
  1.8  2.460  10.000  1.2807
  2.0  2.718  infinite  1.1532
  2.2  3.004  loop  1.0393
  3.0  4.482  loop  0.6897
  4.0  7.389  loop  0.4162
false critical temperature J/2k = 464.2 K
Frumkin coexistence = 0.0610 and 0.9390
Frumkin spinodals = 0.2010 and 0.7990
false hysteresis = 24.77 mV
ring slope, 200 and 400 sites = 1.1860, 1.1860
infinite range, 200 and 400 = 38.29, 76.84
second neighbour +/-8 meV: peak x 1.344, 0.749
6 rows coupled by 1 meV: peak x 1.098
open row, 50 sites: peak x 0.927, shift -0.40 mV
row spread 3 mV rms: peak x 0.910
double layer 30 uF/cm2 = 2.27 % of peak
ions 10 mM, D = 1e-05 cm2/s, layer 0.02 cm
supply limit = 482 uA/cm2; shift = 0.35 mV
relaxation 0.1 s: potential lag = 0.50 mV
valency 0.9: peak 1069.7 uF/cm2, width 18.58 mV
at 333.15 K: peak 1003.6 uF/cm2, width 22.07 mV
done: every assertion held
```
